# Free-Electron Density in a Compensated Semiconductor with One Donor Level, part 2

How many electrons are free in a uniformly doped semiconductor in thermal equilibrium at temperature $T$? Densities are in cm⁻³ and energies in meV. Free electrons, donors and acceptors have densities $n$, $N_D$ and $N_A<N_D$. The band edge is $E_c$, the donor level $E_D=E_c-E_d$ with binding energy $E_d$, the chemical potential $\mu$, and the effective mass $m$. Each donor has one bound level with degeneracy $g=2$. All acceptors are ionized, and holes are neglected.

For $n\ll N_c$, where $N_c$ is the effective density of states,

$$
n=N_c\,e^{(\mu-E_c)/k_BT},\qquad N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{5}
$$

With $z=e^{(\mu-E_c)/k_BT}$, the first correction is

$$
n=N_c z\left(1-\frac{z}{2^{3/2}}+\dots\right). \tag{6}
$$

Relative to an empty donor, a neutral one has weight $g\,e^{(\mu-E_D)/k_BT}=n/n_1$, where

$$
n_1=\frac{N_c}{g}\,e^{-E_d/k_BT}. \tag{11}
$$

Without doubly occupied donors, neutrality reads $(n+N_A)(1+n/n_1)=N_D$, or

$$
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{g}\,e^{-E_d/k_BT}. \tag{1}
$$

The ionized donors have density $P=n+N_A$ and the neutral ones $B=N_D-N_A-n$, so this is the law of mass action $nP/B=n_1$. Its positive root is

$$
n=\frac{2n_1(N_D-N_A)}{N_A+n_1+\sqrt{(N_A+n_1)^2+4n_1(N_D-N_A)}}. \tag{13}
$$

A canonical sum, which weights all ways of sharing a fixed number of electrons between donors and band, leads to the same equation.

The example has $m=0.3$ electron masses, $E_d=100$ meV, $N_D=10^{17}$ cm⁻³ and $N_A=10^{16}$ cm⁻³.

Equation (1) has three simple limits. The first is compensated freeze-out, with $n$ small compared with both $N_A$ and $N_D-N_A$:

$$
n\approx n_1\,\frac{N_D-N_A}{N_A}. \tag{15}
$$

The other two limits follow.

**Nearly uncompensated freeze-out.** Let $N_A\ll n\ll N_D$. Then $P\approx n$ and $B\approx N_D$, so $n^2/N_D\approx n_1$ and

$$
n\approx\sqrt{n_1N_D}. \tag{16}
$$

Each free electron now leaves behind one empty donor. The product $nP$ in the law of mass action is $n^2$, and the square root halves the energy in the exponent. This regime needs $N_A\ll\sqrt{n_1N_D}\ll N_D$. Double occupation of donors must also be negligible, a condition examined below. On cooling, $n_1$ falls toward zero, so any nonzero $N_A$ finally leads back to equation (15).

**Near saturation.** Let $n_1\gg N_D$. Nearly all available electrons are free, and the few neutral donors have density $B=nP/n_1$. In this small term we may set $n\approx N_D-N_A$ and $P\approx N_D$. Subtracting it from $N_D-N_A$ gives

$$
n\approx(N_D-N_A)\left(1-\frac{N_D}{n_1}\right). \tag{17}
$$

The degeneracy enters through $n_1\propto1/g$. In the first limit $n$ is proportional to $1/g$, in the second to $1/\sqrt g$, and at saturation $g$ drops out.

### The slope of the density with temperature

A plot of $\ln n$ against $\beta=1/k_BT$ has a local slope that defines an apparent activation energy, $E_a=-d\ln n/d\beta$. To find it, take the logarithm of equation (1):

$$
\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln n_1 .
$$

Differentiate with respect to $\beta$, using $dn=n\,d\ln n$. The third term gives a positive contribution, because its own minus sign meets that of $-n$ inside the logarithm:

$$
S\,\frac{d\ln n}{d\beta}=\frac{d\ln n_1}{d\beta},\qquad S=1+\frac nP+\frac nB. \tag{18}
$$

Since $N_c\propto\beta^{-3/2}$, we have $\ln n_1=\text{constant}-\tfrac32\ln\beta-\beta E_d$. Its derivative is $-\tfrac32k_BT-E_d$, and therefore

$$
E_a=\frac{E_d+\tfrac32k_BT}{S}. \tag{19}
$$

The number $S$ measures how strongly the system resists a change. In compensated freeze-out both fractions are small and $S\approx1$. In nearly uncompensated freeze-out $n/P\approx1$ and $S\approx2$. Near saturation $B$ is small, $S$ is large, and the density hardly responds to temperature. Equation (19) agrees with numerical differentiation of equation (13) in tests at seven temperatures.

### Worked case at 300 K

The model parameters are $m=0.3$ electron masses, $E_d=100$ meV, $N_D=10^{17}$ cm⁻³, $N_A=10^{16}$ cm⁻³ and $g=2$. They do not represent a particular material.

The effective density of states can be checked by hand with the length $a=\hbar/\sqrt{2mE_d}=1.13$ nm. This is the distance over which a bound wave function decays outside the donor's attractive potential. From its definition, $m/\hbar^2=1/(2E_da^2)$, so with $k_BT=25.852$ meV

$$
\frac{mk_BT}{2\pi\hbar^2}=\frac{k_BT}{4\pi E_da^2}=\frac{0.2585}{4\pi(1.13\ \text{nm})^2}=0.0161\ \text{nm}^{-2}.
$$

Raising this to the power $3/2$ and doubling gives $4.1\times10^{-3}$ nm⁻³, or $4.1\times10^{18}$ cm⁻³. The value without rounding is $N_c=4.1234\times10^{18}$ cm⁻³.

The Boltzmann factor is $e^{-3.8682}=0.020896$. Hence

$$
n_1=\frac{4.1234\times10^{18}}{2}\times0.020896\approx4.308\times10^{16}\ \text{cm}^{-3}.
$$

In units of $10^{16}$ cm⁻³, equation (13) has $n_1=4.308$, $N_A+n_1=5.308$ and $N_D-N_A=9$. The square root is

$$
\sqrt{5.308^2+4(4.308)(9)}=\sqrt{28.17+155.09}=13.537,
$$

and the density is

$$
n=\frac{2(4.308)(9)}{5.308+13.537}=4.115,
$$

that is, $n=4.115\times10^{16}$ cm⁻³, or $6.10\times10^{-9}$ electrons per cubic bohr.

The ionized donors have density $P=5.115\times10^{16}$ cm⁻³ and the neutral ones $B=4.885\times10^{16}$ cm⁻³. Substitution, with one more digit kept, confirms the balance: $4.1148\times5.1148/4.8852=4.308$, in units of $10^{16}$ cm⁻³. About 46 % of the electrons left over by the acceptors are free.

The chemical potential is $k_BT\ln(n/N_c)=-119.1$ meV from the band edge, or 19.1 meV below the donor level. More than half the donors can still be neutral at such a position only if $g$ is large enough. With $g=2$ the neutral fraction is 49 %.

For the slope, $S=1+4.115/5.115+4.115/4.885=2.647$. The numerator of equation (19) is $100+38.8=138.8$ meV, so $E_a=52.4$ meV. This is close to $E_d/2$, but the sample is not in the half-slope regime, since $n$ is not small compared with $N_D$. One local slope does not identify the regime.

### Cooling the sample and changing the compensation

At 100 K, $n_1=3.620\times10^{12}$ cm⁻³. Equation (15) gives nine times this value, $3.258\times10^{13}$ cm⁻³, while the full root is $3.247\times10^{13}$ cm⁻³. The following values come from equations (13) and (19) for $N_D=10^{17}$ cm⁻³ at 100 K.

| $N_A$ (cm⁻³) | $n$ (cm⁻³) | $E_a$ (meV) |
|---:|---:|---:|
| 0 | $6.00\times10^{14}$ | 56.3 |
| $10^{14}$ | $5.52\times10^{14}$ | 61.0 |
| $10^{15}$ | $2.79\times10^{14}$ | 92.5 |
| $10^{16}$ | $3.25\times10^{13}$ | 112.5 |

Acceptors numbering one per cent of the donors halve the density, although they remove one per cent of the electrons. What matters is the comparison of $N_A$ with $n$, because the acceptors add empty donors that capture electrons. The apparent energy doubles between the first and last rows, as equation (19) requires when $S$ falls from 2 to 1. The limiting values are 112.9 meV for $S=1$ and half of that for $S=2$. Both exceed $E_d$ and $E_d/2$ because $N_c$ also varies with temperature.

The chemical potential shows the same contrast. From equation (1) and the donor weight $n/n_1=g\,e^{(\mu-E_D)/k_BT}$,

$$
\mu=E_D+k_BT\ln\frac{B}{gP}. \tag{20}
$$

With compensation, $B/P$ tends to the constant $(N_D-N_A)/N_A$ on cooling, and $\mu$ tends to the donor level. Without acceptors, and with double occupation left out, equations (5) and (16) give

$$
\mu=E_c-\frac{E_d}{2}+\frac{k_BT}{2}\ln\frac{N_D}{gN_c},
$$

which tends to the middle between donor level and band edge. The electrons then have half as far to climb, measured from $\mu$.

Ignoring donor degeneracy by setting $g=1$ raises the density by a factor of 1.99 at 100 K and 1.27 at 300 K. In equation (11), a change of $g$ from 1 to 2 has the same effect as raising $E_d$ by $k_BT\ln2$, about 18 meV at 300 K. A density measured at one temperature therefore cannot separate $g$ from $E_d$.

### How large are the neglected terms?

In the 300 K case, two neglected effects are of order $n/N_c=0.010$. They are not the largest omissions. Excited donor states and Coulomb interactions, discussed in the last section, can change $n$ by about ten per cent or more.

The first is the exclusion principle in the band. Solving equation (6) for $z$ to first order gives $z=(n/N_c)[1+n/(2^{3/2}N_c)]$. In the elimination of $\mu$, this has the same effect as lowering $n_1$ by the fraction $0.354\,n/N_c$. By equation (18), a small relative change of $n_1$ changes $n$ by that amount divided by $S$. The density falls by $0.354\times0.00998/2.647=0.13\ \%$.

The second is double occupation of donors. Let its ratio to single occupation be $r=n/(2N_c)$, the value for a second electron at the band edge. A doubly occupied donor has charge $-1$. With $w=n/n_1$ as the weight of the neutral donor, neutrality becomes

$$
n+N_A=N_D\,\frac{1-rw}{1+w+rw}.
$$

Multiply by the denominator and move the terms with $r$ to the right:

$$
(n+N_A)(1+w)=N_D-rw\,(N_D+n+N_A).
$$

The left side is the function whose value was $N_D$ before. When $\ln n$ changes by $\delta$, it changes by $[n(1+w)+Pw]\,\delta$, since $w$ is proportional to $n$. To lowest order $w=B/P$ and $1+w=N_D/P$. The bracket is then $nN_D/P+B=BS$, because $n/P+n/B=nN_D/(PB)$. Equating the changes on both sides gives

$$
\delta=-\frac{r}{S}\,\frac{N_D+P}{P}. \tag{21}
$$

At 300 K this is $-(0.00499/2.647)(15.115/5.115)=-0.56\ \%$. Together the two effects lower $n$ by 0.69 %. A numerical solution of neutrality with both effects, a finite acceptor level and holes gives $4.087\times10^{16}$ cm⁻³, and equation (13) lies 0.69 % above it.

Equation (21) contains a warning. When few donors are ionized, $N_D/P$ is large, and the error can far exceed $n/N_c$. Without acceptors, freeze-out has $P\approx n$ and $S\approx2$, so that $\delta\approx-N_D/(4N_c)$. This is about $-3\ \%$ in the first row of the table, and its size grows on cooling because $N_c$ falls. The condition $n\ll N_c$ is then not enough. Since $n\le P\le N_D$, equation (21) shows that $N_D\ll N_c$ is sufficient if the level of the second electron lies at or above the band edge. If the second electron is bound by an energy $E_2$, as it weakly is in a hydrogen-like donor, $r$ gains the factor $e^{E_2/k_BT}$. The sufficient condition is then $N_D\,e^{E_2/k_BT}\ll N_c$, which is harder to meet at low temperature. In a hydrogen-like donor $E_2$ is about 5.5 % of $E_d$, here 5.5 meV. This raises the deviation at 300 K from 0.69 % to about 0.8 %, and that in the first row of the table from 3 % to about 6 %.

For $N_A=10^{16}$ cm⁻³, the largest deviation among the calculated temperatures between 100 and 1000 K is 0.98 %, at 200 K. It is smaller at 100 K, where $n/N_c$ is tiny, and at 1000 K, where $S$ is large. These figures, like the rest of the numerical output, refer to this model and not to a measured sample.

### Where the result fails

The equation needs $N_A<N_D$. For $N_A\ge N_D$ it has no positive solution, because acceptors can then take every donor electron. The occupation of the acceptor levels and the holes must be included.

At high enough temperature, electrons excited across the gap add to those from donors. In the model with a gap of 3.0 eV, holes stay below one millionth of $n$ up to 1000 K. A smaller gap or weaker doping lowers the temperature at which they matter.

If the neutral donor has excited bound states at energies $\Delta_i$ above its ground level, with degeneracies $g_i$, their weights add to that of the ground level. Equation (1) still holds at each temperature with $g$ replaced by $g+\sum_i g_i\,e^{-\Delta_i/k_BT}$. Equation (19) then needs a further term, because this sum depends on temperature. The change can be larger than the corrections estimated above. Eight states at $\Delta=75$ meV, the first excited shell of a hydrogen-like donor with $E_d=100$ meV, raise the effective $g$ from 2 to 2.44 at 300 K and lower $n$ by about 7 %. The next shell, with 18 states at 89 meV, adds a further 0.58 and brings the drop to about 15 %. The sum over all hydrogen-like shells diverges. It has to be cut off where the orbits reach the donor spacing or the screening length, which here happens after the first one or two excited shells.

Independent donors require little overlap of their bound states. Here the typical spacing $N_D^{-1/3}=21.5$ nm is 19 times the decay length $a$. At much higher doping the bound states merge, and a single level $E_D$ no longer describes them. Even without overlap, the fields of randomly placed ionized donors and acceptors shift the donor levels by different amounts. The model leaves out this spread, which matters once it is comparable with $k_BT$. With a relative permittivity of 10, for example, two unit charges 21.5 nm apart have an interaction energy of 6.7 meV, while $k_BT$ is 8.6 meV at 100 K. A hydrogen-like donor with this mass and binding energy would have a permittivity of 6.4, which gives 10.5 meV. On cooling a lightly compensated sample such as this one, the donors nearest to acceptors are the ones that stay ionized, and $\mu$ lies above its value from equation (20). The Coulomb effects are not negligible at 300 K either. With permittivity 10, the free electrons have a Debye screening length of about 18.6 nm. As a rough estimate, the interaction energy at this distance, 7.7 meV, lowers the energy needed to ionize a donor. By equation (18) this raises $n$ by about $7.7/(25.9\times2.65)$, or 11 %. The densities given here, at 300 K as well as at 100 K, therefore belong to the model, and those of a real sample with this doping may differ considerably.

## Calculated quantities

```
Effective mass: 0.30 electron masses
Donor binding energy: 100.0 meV
Donor density: 1.000e+17 cm^-3; acceptor density: 1.000e+16 cm^-3
Fuller model: gap 3.0 eV, acceptor level 0.2 eV above valence edge, hole mass 1.0 electron masses
Donor spacing ND^(-1/3): 21.54 nm
Bound-state decay length: 1.13 nm
Worked case at 300 K, g = 2
kT: 25.852 meV; Ed/kT: 3.8682
Boltzmann factor exp(-Ed/kT): 0.02090
Nc: 4.1234e+18 cm^-3
n1: 4.3082e+16 cm^-3
n: 4.1148e+16 cm^-3 = 6.0975e-09 bohr^-3
Neutral donors: 4.8852e+16 cm^-3
Ionized donors: 5.1148e+16 cm^-3
n/(ND-NA): 0.4572; n/Nc: 0.00998
Chemical potential minus band edge: -119.11 meV
Doubly occupied/neutral donor ratio: 0.00499
n from canonical sum, 40000 donors: 4.1148e+16 cm^-3
n from fuller neutrality: 4.0866e+16 cm^-3
Temperature series; deviations are formula minus reference
T/K  n1/cm^-3  n/cm^-3  apparent energy/meV  dev Fermi-Dirac/%  dev fuller model/%
 100  3.620e+12  3.247e+13   112.52    0.0014    0.0238
 150  3.183e+14  2.275e+15    98.57    0.0455    0.6319
 200  3.390e+15  1.201e+16    74.04    0.1113    0.9794
 300  4.308e+16  4.115e+16    52.43    0.1333    0.6894
 400  1.745e+17  6.336e+16    35.76    0.0832    0.3616
 600  8.430e+17  8.121e+16    15.95    0.0221    0.0879
1000  3.932e+18  8.782e+16     5.45    0.0029    0.0114
Acceptor series at 100 K
NA/cm^-3  n/cm^-3  apparent energy/meV
0.0e+00  5.999e+14  56.29
1.0e+12  5.994e+14  56.34
1.0e+14  5.518e+14  60.97
1.0e+15  2.794e+14  92.47
1.0e+16  3.247e+13  112.52
5.0e+16  3.620e+12  112.91
Ed + 3kT/2 at 100 K: 112.93 meV
Compensated limit, 100 K, NA=1e16: 3.258e+13 cm^-3
Half-slope limit, 100 K: 6.017e+14 cm^-3
Near-saturation limit, 1000 K: 8.771e+16 cm^-3
n with g=1 at 100 K: 6.470e+13 cm^-3; ratio to g=2: 1.993
n with g=1 at 300 K: 5.225e+16 cm^-3; ratio to g=2: 1.270
Ionized fraction at donor level = chemical potential: 0.3333 with repulsion, 0.2500 without
Integrated DOS relative to box count: -0.0618 %
```
